# Corrosive gas equilibrium by Gibbs minimization in logarithmic variables

## One reaction, and what goes wrong

Take 1 mol of hydrogen and 1 mol of steam at $T=1000$ K and $P=20$ bar. The steam can split,

$$2\,\mathrm{H_2O}\rightleftharpoons 2\,\mathrm{H_2}+\mathrm{O_2}.$$

If $\xi$ mol of oxygen has formed, the amounts are $n_{\mathrm{H_2}}=1+2\xi$, $n_{\mathrm{H_2O}}=1-2\xi$ and $n_{\mathrm{O_2}}=\xi$. The gas is taken as ideal and pressures are measured in bar, with 1 bar as standard pressure. Equilibrium requires

$$\frac{p_{\mathrm{H_2}}^2\,p_{\mathrm{O_2}}}{p_{\mathrm{H_2O}}^2}=K_s=e^{-\Delta G^\circ/RT}.$$

A rough formation Gibbs energy of steam at this temperature is $-193$ kJ/mol, so $\Delta G^\circ=386$ kJ/mol. With $RT=8.3145$ kJ/mol this gives $K_s=6.88\times10^{-21}$. Since $\xi$ will be tiny, the pressures of hydrogen and steam are equal, $p_{\mathrm{O_2}}=K_s$, and the total amount is 2 mol. Hence

$$\xi^*=\frac{2K_s}{P}=6.9\times10^{-22}\ \text{mol}.$$

This trace matters: the oxygen pressure decides whether a metal in contact with the gas can oxidize.

Now let a computer find $\xi^*$ by minimizing $G$. For $\xi\ll1$ the slope of the Gibbs energy is

$$f(\xi)=\frac{1}{RT}\frac{dG}{d\xi}=\ln\frac{\xi}{\xi^*},\qquad f'(\xi)=\frac1\xi .$$

Newton's method for $f=0$ replaces $\xi$ by

$$\xi-\frac{f}{f'}=\xi\left(1-\ln\frac{\xi}{\xi^*}\right).$$

This is negative whenever $\xi>e\,\xi^*$. From $\xi=10^{-3}$ mol the logarithm is 41.8 and the next value is $-0.041$ mol, where $G$ is not defined.

A second failure concerns precision. One might solve for the abundant species and obtain oxygen from the element balance. Double-precision numbers near 1 are spaced by about $2\times10^{-16}$, so a remainder of $10^{-21}$ cannot survive the subtraction.

With $u=\ln\xi$ as the unknown, the same condition for $\xi\ll1$ reads $f=u-u^*=0$. In this approximation it is linear, Newton's method solves it in one step, and $\xi=e^u$ is positive for every $u$. The remaining task is to carry this choice over to many species and to several element balances, which are linear in the amounts and therefore not linear in their logarithms.

## The problem with many species

Let species $i$ have amount $n_i$ and contain $a_{ki}\ge0$ atoms of element $k$. With $N=\sum_i n_i$,

$$\frac{G}{RT}=\sum_i n_i\left[c_i+\ln\frac{n_i}{N}\right],\qquad c_i=\frac{\Delta_fG_i^\circ}{RT}+\ln\frac{P}{1\ \text{bar}} .$$

Formation energies refer to graphite, H$_2$ and O$_2$. The constraints are $\sum_i a_{ki}n_i=b_k$ with $b_k>0$.

Two conditions are assumed. The rows of the matrix $A=(a_{ki})$ are linearly independent, and some composition with all $n_i>0$ meets the constraints. The second can fail: if the species list is CO and CO$_2$ and the gas has equal totals of C and O, the balance forces $n_{\mathrm{CO_2}}=0$, and its logarithm does not exist.

Differentiating $G/RT$, with $\partial\ln N/\partial n_i=1/N$, gives

$$\mu_i=c_i+\ln\frac{n_i}{N}+\sum_j n_j\left(\frac{\delta_{ij}}{n_j}-\frac1N\right)=c_i+\ln\frac{n_i}{N},$$

because the sum is $1-1=0$. Here $\mu_i$ is the chemical potential divided by $RT$.

A minimum exists, since the allowed amounts form a closed bounded set and $G$ is continuous on it. No $n_i$ vanishes there. If one did, a move toward a strictly positive composition would change $G$ with a slope containing $\ln n_i\to-\infty$, so $G$ would fall. The minimum is therefore an interior point, and Lagrange multipliers $\pi_k$ exist with

$$\mu_i=\sum_k a_{ki}\pi_k .$$

Equivalently, the mole fractions are

$$\frac{n_i}{N}=q_i\equiv\exp\left(\sum_k a_{ki}\pi_k-c_i\right),\qquad \sum_i q_i=1 .$$

The potentials of three elements thus fix the mole fractions of any number of species.

## Knowing that the minimum is global

An iteration that stops has found a stationary point. To see that nothing lower exists, keep the $\pi_k$ and $q_i$ of that point and take any other composition $n_i$ with the same totals, with $y_i=n_i/N$. From the definition of $q_i$,

$$\sum_k b_k\pi_k=\sum_i n_i\sum_k a_{ki}\pi_k=\sum_i n_i(c_i+\ln q_i).$$

Subtract this from $G/RT$ and use $\ln z\le z-1$ with $z=q_i/y_i$:

$$\frac{G}{RT}-\sum_k b_k\pi_k=-N\sum_i y_i\ln\frac{q_i}{y_i}\ \ge\ -N\sum_i(q_i-y_i)=0 .$$

(A species with $y_i=0$ contributes zero on the left and $-Nq_i<0$ on the right, so the inequality stands.) Equality requires $y_i=q_i$ for all $i$, and then $N\sum_i a_{ki}q_i=b_k$ fixes $N$. The minimum is unique, and

$$\frac{G_{\min}}{RT}=\sum_k b_k\pi_k .$$

## Newton's method in the logarithms

Set $x_i=\ln n_i$. A change $\Delta x_i$ alters $n_i$ by $n_i\Delta x_i$ to first order, and $\ln N$ by

$$\delta=\frac1N\sum_i n_i\Delta x_i .$$

So $\mu_i$ changes by $\Delta x_i-\delta$. Requiring the new potentials to satisfy the equilibrium condition gives

$$\Delta x_i=\sum_k a_{ki}\pi_k-\mu_i+\delta .\tag{1}$$

Requiring the new amounts to satisfy the balance, to first order, gives

$$\sum_i a_{ki}n_i\Delta x_i=b_k-\sum_i a_{ki}n_i .\tag{2}$$

Let $D$ be the diagonal matrix of the $n_i$, and $s=An$ the current element totals. Inserting (1) into (2), and moving the known term with $\mu$ to the right, yields

$$ADA^{T}\pi+s\,\delta=b-s+AD\mu .\tag{3}$$

One more equation comes from the definition of $\delta$. Multiply (1) by $n_i$ and sum. The left side is $N\delta$, and the right side contains $N\delta$ as well. They cancel, leaving

$$s^{T}\pi=\sum_i n_i\mu_i .\tag{4}$$

For three elements, (3) and (4) are four linear equations, however many species there are. They always have a solution. For $v\neq0$,

$$v^TADA^Tv=\sum_i n_i\left(\sum_k a_{ki}v_k\right)^2>0,$$

since the rows of $A$ are independent and all $n_i$ are positive. So $S=ADA^T$ can be inverted. Eliminating $\pi$ from (4) leaves $\delta$ multiplied by $-s^TS^{-1}s$, which is negative because $s\ne0$.

## Steps that are too long

The one-reaction case was linear in $u$. Here the balance contains $e^{x_i}$, and a proposed change of $+20$ in an abundant species would multiply its amount by $5\times10^8$. The step is therefore shortened:

$$x_i\to x_i+\lambda\Delta x_i,\qquad \lambda=\min\left(1,\frac{1}{\max_i|\Delta x_i|}\right).$$

No amount then changes by more than a factor $e$ in one step. The logarithms also protect the balance from below, for the full step as well as for a shortened one. Since $e^z\ge1+z$ and $a_{ki}\ge0$, equation (2) gives for $0<\lambda\le1$

$$s_k^{\text{new}}=\sum_i a_{ki}n_ie^{\lambda\Delta x_i}\ \ge\ s_k+\lambda(b_k-s_k)=(1-\lambda)s_k+\lambda b_k .$$

An element total cannot fall below the smaller of its old value and its target, so no element is lost on the way. A row for electric charge has entries of both signs, and the argument would not cover it.

This is no proof of convergence from every start, because the totals may overshoot upward. If the iteration does converge, the inequality $G/RT\ge\sum_k b_k\pi_k$ derived earlier shows that the answer is the global minimum. Close to the solution $\lambda=1$, and since the equations are smooth and the linear system is regular, the error is roughly squared at each step.

## A reformer gas

The gas made by reforming methane with steam can carburize hot alloys if its carbon activity is high enough. Take 1 mol CH$_4$ and 2 mol H$_2$O at 1000 K and 20 bar, so that $b_{\mathrm C}=1$, $b_{\mathrm H}=8$ and $b_{\mathrm O}=2$ mol. The formation Gibbs energies are rough typical values in kJ/mol: H$_2$O $-193$, CO $-200$, CO$_2$ $-396$, CH$_4$ $+19$, C$_2$H$_2$ $+170$. Graphite is kept out of the calculation for now.

For methane, as an example, $c=19/8.3145+\ln20=2.2852+2.9957=5.2809$. Starting from 1 mol of each species, the iteration gives:

| Species | $n_i$ (mol) | Mole fraction |
|---|---|---|
| H$_2$ | 1.51323 | 0.393008 |
| H$_2$O | 1.33714 | 0.347276 |
| CO | 0.187505 | 0.0486981 |
| CO$_2$ | 0.237677 | 0.0617285 |
| CH$_4$ | 0.574817 | 0.149289 |
| C$_2$H$_2$ | $4.50\times10^{-10}$ | $1.17\times10^{-10}$ |
| O$_2$ | $1.03\times10^{-21}$ | $2.69\times10^{-22}$ |

The many digits serve to follow the arithmetic; the input data do not support them. The element totals are

$$\begin{aligned}
\mathrm C:&\quad 0.187505+0.237677+0.574817=0.999999,\\
\mathrm H:&\quad 2(1.51323)+2(1.33714)+4(0.574817)=8.00001,\\
\mathrm O:&\quad 1.33714+0.187505+2(0.237677)=1.999999 .
\end{aligned}$$

The deviations come from rounding the table. With the unrounded amounts the largest relative imbalance is $4\times10^{-15}$.

The run takes 52 steps. Oxygen explains most of them: $\ln n_{\mathrm{O_2}}$ must go from 0 to $-48.3$ and may move by at most 1 per step, so at least 49 steps are needed. The last four values of $\max|\Delta x_i|$ are $0.32$, $2.0\times10^{-3}$, $1.5\times10^{-6}$ and $8\times10^{-13}$, which shows the squaring of the error.

Computing O$_2$ from these same amounts by subtraction, $(b_{\mathrm O}-n_{\mathrm{H_2O}}-n_{\mathrm{CO}}-2n_{\mathrm{CO_2}})/2$, returns $-1.6\times10^{-15}$ mol. The sign is wrong and the size is too large by a factor of a million.

## The same gas from equilibrium constants

The second calculation uses the same energies but neither minimization nor multipliers. Seven species made of three elements leave four independent reactions:

$$\begin{aligned}
\mathrm{CO+H_2O}&\rightleftharpoons\mathrm{CO_2+H_2}, & K_1&=e^{3/8.3145}=1.4345,\\
\mathrm{CH_4+H_2O}&\rightleftharpoons\mathrm{CO+3H_2}, & K_2&=e^{26/8.3145}=22.807,\\
\mathrm{2CH_4}&\rightleftharpoons\mathrm{C_2H_2+3H_2}, & K_3&=e^{-132/8.3145}=1.274\times10^{-7},
\end{aligned}$$

and steam splitting with $K_s$. Write $h=p_{\mathrm{H_2}}$, $r=p_{\mathrm{H_2O}}/p_{\mathrm{H_2}}$ and $w=p_{\mathrm{CO}}$, all pressures in bar. The mass-action laws give

$$p_{\mathrm{CO_2}}=K_1rw,\quad p_{\mathrm{CH_4}}=\frac{wh^2}{K_2r},\quad p_{\mathrm{C_2H_2}}=\frac{K_3p_{\mathrm{CH_4}}^2}{h^3}=\frac{K_3hw^2}{K_2^2r^2},\quad p_{\mathrm{O_2}}=K_sr^2 .$$

The pressures add up to $P$, which is a quadratic equation for $w$:

$$\frac{K_3h}{K_2^2r^2}\,w^2+\left(1+K_1r+\frac{h^2}{K_2r}\right)w=P-h(1+r)-K_sr^2 .$$

For given $h$ and $r$ its positive root is $w$. An inner root search by bracketing adjusts $h$ until the gas has H/C $=8$, and an outer one adjusts $r$ until O/C $=2$.

The result is $h=7.860$, $r=0.8836$ and $w=0.9740$. Then $p_{\mathrm{CO_2}}=1.4345\times0.8836\times0.9740=1.235$ bar, a mole fraction of 0.0617. Methane has $p=0.9740\times7.860^2/(22.807\times0.8836)=2.986$ bar, a mole fraction of 0.1493. Both match the table. Over all seven species, including oxygen, the largest relative difference between the two calculations is $7\times10^{-15}$. This agreement concerns the mathematics; an error in the shared energies would pass through both.

## What the multipliers say about corrosion

Change the element totals slightly. Then

$$\frac{dG_{\min}}{RT}=\sum_i\mu_i\,dn_i=\sum_k\pi_k\sum_i a_{ki}\,dn_i=\sum_k\pi_k\,db_k ,$$

so $\pi_k$ is the chemical potential of element $k$ in the gas, divided by $RT$. The run gives $\pi_{\mathrm C}=-0.74458$, $\pi_{\mathrm H}=1.03090$ and $\pi_{\mathrm O}=-23.33628$.

Graphite is the zero of energy for carbon, so the carbon activity relative to graphite is

$$a_{\mathrm C}=e^{\pi_{\mathrm C}}=0.475 .$$

The equilibrium constants give the same value through $2\mathrm{CO}\rightleftharpoons\mathrm{C+CO_2}$, for which $\Delta G^\circ=-396+400=4$ kJ/mol: $a_{\mathrm C}=e^{-4/8.3145}\times0.9740^2/1.235=0.475$. For oxygen, $2\pi_{\mathrm O}=\ln p_{\mathrm{O_2}}$, hence $p_{\mathrm{O_2}}=e^{-46.673}=5.4\times10^{-21}$ bar. A pure metal whose oxide has a lower dissociation pressure at 1000 K can oxidize in this gas.

Was it right to leave graphite out? Suppose $\epsilon$ mol of carbon leaves the gas as graphite, which itself contributes nothing to $G$. The inequality derived above used the totals only through $\sum_k b_k\pi_k$, so it also holds for the reduced totals with the old $\pi_k$:

$$\frac{G_{\min}(b_{\mathrm C}-\epsilon)}{RT}\ \ge\ \frac{G_{\min}(b_{\mathrm C})}{RT}-\epsilon\,\pi_{\mathrm C}.$$

If $a_{\mathrm C}<1$, then $\pi_{\mathrm C}<0$ and $G$ rises for any $\epsilon>0$. If $a_{\mathrm C}>1$, the derivative shows that a small deposit lowers $G$. The gas above is therefore stable against graphite. This says nothing about carbides: carbon can dissolve in an alloy, and strong carbide formers such as chromium can bind it, at activities below 1.

With 0.5 mol of steam per mole of methane, at the same temperature and pressure, $a_{\mathrm C}=1.70$. The computed gas composition is then metastable, and full equilibrium would contain graphite. Solving $\pi_{\mathrm C}=0$ for the steam ratio by bracketing puts the boundary at 0.90. Errors of 0.5 kJ/mol in the formation energies can move it between about 0.8 and 1.0.

## When the gas does not keep up

All this assumes that the gas reactions reach equilibrium. For breaking a C–H bond in methane, take a rough barrier of 440 kJ/mol and a rough prefactor of $10^{15}$ s$^{-1}$. The lifetime is $10^{-15}e^{440/8.3145}\ \text{s}\approx10^8$ s, about three years. The prefactor is uncertain by a factor of ten or more, so the lifetime may be only months. Radical chains, which are not estimated here, would shorten it further. The figure still warns that equilibrium at 1000 K cannot be taken for granted without a catalyst or a reactive surface.

A frozen gas no longer has one carbon activity. Let the equilibrated gas be cooled to 900 K at fixed composition and pressure. Rough formation enthalpies, taken as constant, are $-112$ (CO), $-395$ (CO$_2$), $-248$ (H$_2$O) and $-90$ kJ/mol (CH$_4$). By the van 't Hoff relation, a reaction enthalpy $\Delta H$ multiplies the equilibrium constant by $\exp[-(\Delta H/R)(1/900-1/1000)]$, with temperatures in K.

- For $2\mathrm{CO\to C+CO_2}$, $\Delta H=-171$ kJ/mol. The factor is 9.8 and $a_{\mathrm C}=4.7$.
- For $\mathrm{CH_4\to C+2H_2}$, $\Delta H=+90$ kJ/mol. The factor is 0.30 and $a_{\mathrm C}=0.14$.
- For $\mathrm{CO+H_2\to C+H_2O}$, $\Delta H=-136$ kJ/mol. The factor is 6.2 and $a_{\mathrm C}=2.9$.

In this model carbon monoxide can deposit graphite on the cooler wall while methane cannot. Which value a metal experiences depends on the reaction its surface catalyses, and Gibbs minimization does not contain that information.

## Size of the other errors, and the real reformer

Raising the formation energy of methane by 1 kJ/mol changes $a_{\mathrm C}$ from 0.475 to 0.507, or 7%. Rounding to whole kJ/mol leaves an error of up to 0.5 kJ/mol in each input, so $a_{\mathrm C}$ is uncertain by up to about 10% if the errors add up. Its second figure is then uncertain, and its third serves only to follow the arithmetic. A temperature of 1010 K, with the gas re-equilibrated, gives 0.472. The change is small although the first two reactions above, at frozen composition, would shift $a_{\mathrm C}$ by $-18\%$ and $+11\%$.

For non-ideality, rough van der Waals constants of steam, $5.5$ L$^2$ bar/mol$^2$ and $0.030$ L/mol, give a second virial coefficient $B=0.030-5.5/83.145=-0.036$ L/mol. The logarithm of the fugacity coefficient is then about $BP/RT=-0.009$, a correction of at most about 1%: the van der Waals form overstates the attraction in steam at this temperature, where $B$ is nearer $-0.02$ L/mol.

An omitted species can be judged from the multipliers if the mole fraction they predict is small; an abundant one would change the multipliers themselves. Ethane, with a rough formation energy of 109 kJ/mol, would have the mole fraction $\exp(2\pi_{\mathrm C}+6\pi_{\mathrm H}-c)=1.1\times10^{-5}$. A full minimization with ethane included gives the same figure.

Industrial steam reformers work at some tens of bar with a nickel catalyst, typically with about three moles of steam per mole of methane and an outlet somewhat hotter than 1000 K. The example is thus low in steam and on the cool side, which leaves much methane unreacted. The boundary at 0.90 is an equilibrium value for the mixed gas at 1000 K and 20 bar, not a safe operating limit. Of the assumptions examined here, equilibrium itself has the largest effect: in the cooling example above, the frozen gas has a carbon activity between ten times higher and three times lower than the value 0.45 of the same gas re-equilibrated at 900 K, depending on the reaction. The other errors estimated here are far smaller.
